# Intercombination decay of nsnp 3P1 from Mg to Ba

## 1. Definitions and conventions

Consider an atom with two valence electrons outside closed shells. The ground state is taken as pure $ns^2\,{}^1S_0$, and the excited configuration is $nsnp$, which contains ${}^3P_{0,1,2}$ and ${}^1P_1$. The decay

$$nsnp\,{}^3P_1\rightarrow ns^2\,{}^1S_0+\text{photon}$$

changes the total spin, which the electric-dipole operator cannot do. It occurs because the spin-orbit interaction puts some ${}^1P_1$ into the level called ${}^3P_1$.

Hartree atomic units are used, with $c=1/\alpha$. The radial functions $P_s(r)$ and $P_p(r)$ are real, normalized by $\int P^2dr=1$, and common to the singlet and the triplet. Four quantities enter:

- the dipole integral $R=\int_0^\infty P_s\,r\,P_p\,dr$;
- the exchange integral $K$ between $ns$ and $np$;
- the spin-orbit parameter $\zeta=\int_0^\infty P_p^2\,\zeta(r)\,dr$;
- the energy $\omega$ of the mixed ${}^3P_1$ level above the ground state.

In this model the rate is

$$A=\frac89\,\alpha^3\omega^3R^2\sin^2\theta,\qquad
\tan2\theta=\frac{\sqrt2\,\zeta}{2K+\zeta/2}. \tag{1}$$

The model leaves out other configurations and the spin-other-orbit interaction.

## 2. The electric-dipole rate

Let $\mathbf D=\langle g|\mathbf r_1+\mathbf r_2|e\rangle$, where $e$ is one magnetic substate of the upper level. The wavelength is much larger than the atom, so the field is uniform across it and the coupling is $(\mathbf r_1+\mathbf r_2)\cdot\mathbf E$.

The field amplitude $\mathcal E$ of one mode in a volume $\Omega$ follows from its energy. With $n$ photons the mode holds $\omega(n+\tfrac12)$, half of it electric, and $\langle E^2\rangle=\mathcal E^2(2n+1)$. Hence

$$\frac{\Omega}{8\pi}\mathcal E^2(2n+1)=\frac{\omega}{4}(2n+1)
\quad\Rightarrow\quad \mathcal E^2=\frac{2\pi\omega}{\Omega}.$$

The squared matrix element for emission into the vacuum is therefore $(2\pi\omega/\Omega)|\mathbf e\cdot\mathbf D|^2$, with $\mathbf e$ the polarization vector. Since $k=\alpha\omega$, the number of modes per unit energy and solid angle, for each polarization, is $\Omega\alpha^3\omega^2/(2\pi)^3$. The golden rule gives

$$A=2\pi\,\frac{2\pi\omega}{\Omega}\,\frac{\Omega\alpha^3\omega^2}{(2\pi)^3}
\int d\hat{\mathbf k}\sum_{\mathbf e}|\mathbf e\cdot\mathbf D|^2
=\frac{\alpha^3\omega^3}{2\pi}\int d\hat{\mathbf k}\sum_{\mathbf e}|\mathbf e\cdot\mathbf D|^2 .$$

The two polarizations span the plane normal to $\hat{\mathbf k}$, so their sum is $|\mathbf D|^2-|\hat{\mathbf k}\cdot\mathbf D|^2$. The average of $\hat k_i\hat k_j$ over directions is $\delta_{ij}/3$, and the integral equals $4\pi(1-\tfrac13)|\mathbf D|^2=\tfrac{8\pi}{3}|\mathbf D|^2$. Thus

$$A=\frac43\,\alpha^3\omega^3|\mathbf D|^2. \tag{2}$$

By rotational symmetry each upper substate has this same rate, so no further average is needed.

## 3. Dipole elements of the pure states

Let $\chi_0$ be the two-electron spin singlet. The ground state and the $M=0$ state of ${}^1P_1$ are

$$|g\rangle=s(1)s(2)\chi_0,\qquad
|{}^1P_1\rangle=\frac{1}{\sqrt2}\,[s(1)p_0(2)+p_0(1)s(2)]\,\chi_0 .$$

In the matrix element of $z_1+z_2$, the operator must act on the electron that occupies $p_0$. If it acts on the other one, the factor $\langle s|p_0\rangle=0$ remains. Each of the two terms thus contributes $\langle s|z|p_0\rangle/\sqrt2$:

$$\langle g|z_1+z_2|{}^1P_1\rangle=\sqrt2\,\langle s|z|p_0\rangle .$$

With $Y_{00}=1/\sqrt{4\pi}$ and $\cos\vartheta=\sqrt{4\pi/3}\,Y_{10}$, the angular integral of $Y_{00}\cos\vartheta\,Y_{10}$ is $1/\sqrt3$. Therefore

$$D_z=\sqrt{\tfrac23}\,R,\qquad |\mathbf D|^2=\tfrac23R^2, \tag{3}$$

because $D_x$ and $D_y$ vanish for $M=0$. The factor $\sqrt2$ in the amplitude comes from the two equivalent $s$ electrons of the ground state.

A triplet state carries a spin function orthogonal to $\chi_0$. The dipole operator does not act on spin, so its element with the ground state is zero.

## 4. Exchange separates singlet from triplet

The spatial functions are $[s(1)p(2)\pm p(1)s(2)]/\sqrt2$, with the upper sign for the singlet. In the expectation value of $1/r_{12}$ the direct part is common to both, and the cross terms give $\pm K$, where

$$K=\Big\langle s(1)p(2)\Big|\frac1{r_{12}}\Big|p(1)s(2)\Big\rangle .$$

The multipole expansion is

$$\frac1{r_{12}}=\sum_{k,q}\frac{4\pi}{2k+1}\,\frac{r_<^k}{r_>^{k+1}}\,Y_{kq}^*(1)Y_{kq}(2).$$

Each electron contributes a product of an $s$ and a $p$ function. Its angular dependence is that of $k=1$, so one multipole survives. The angular factor is

$$\frac{4\pi}{3}\Big|\int Y_{00}\,Y_{1m}^*Y_{1m}\,d\hat{\mathbf r}\Big|^2
=\frac{4\pi}{3}\,\frac1{4\pi}=\frac13,$$

and

$$K=\frac{G^1}{3},\qquad
G^1=\iint P_sP_p(r_1)\,\frac{r_<}{r_>^2}\,P_sP_p(r_2)\,dr_1dr_2 . \tag{4}$$

Measured from their midpoint, the singlet lies at $+K$ and the triplet at $-K$.

## 5. The spin-orbit function

With the rest energy removed, the Dirac equation for the large component $\phi$ and the small component $\eta$ in a central potential $V$ is

$$V\phi+c\,\boldsymbol\sigma\cdot\mathbf p\,\eta=E\phi,\qquad
c\,\boldsymbol\sigma\cdot\mathbf p\,\phi+(V-2c^2)\eta=E\eta .$$

The second equation gives $\eta=c\,\boldsymbol\sigma\cdot\mathbf p\,\phi/(2c^2+E-V)$. For a valence electron $|E|\ll2c^2-V$, because $V$ is negative where it is large. Dropping $E$ in the denominator is the zeroth-order regular approximation (ZORA):

$$(\boldsymbol\sigma\cdot\mathbf p\,M\,\boldsymbol\sigma\cdot\mathbf p+V)\phi=E\phi,
\qquad M(r)=\frac{c^2}{2c^2-V}.$$

Now use $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$. The first term gives the scalar kinetic operator $\mathbf p\cdot M\mathbf p$. In the second, $p_iM=Mp_i-i\,\partial_iM$. The part $Mp_ip_j$ is symmetric in $i,j$ and cancels against $\epsilon_{ijk}$, which leaves

$$\boldsymbol\sigma\cdot(\nabla M\times\mathbf p)
=\frac{M'}{r}\,\boldsymbol\sigma\cdot\mathbf l
=\frac{2M'}{r}\,\mathbf l\cdot\mathbf s .$$

Since $M'=c^2V'/(2c^2-V)^2=\alpha^2M^2V'$, the operator is $\zeta(r)\,\mathbf l\cdot\mathbf s$ with

$$\zeta(r)=\frac{2\alpha^2M^2}{r}\frac{dV}{dr}. \tag{5}$$

Where $|V|\ll2c^2$, $M\to\tfrac12$ and the familiar form $\alpha^2V'/(2r)$ returns. For an attractive potential that rises outward, $\zeta$ is positive.

## 6. The spin-orbit matrix

The $s$ electron has $l=0$, so the interaction is $\zeta\,\mathbf l\cdot\mathbf s_p$, where $\mathbf s_p$ is the spin of the electron in $np$.

Within the triplet the two spins enter symmetrically, and $\mathbf s_p$ may be replaced by $\mathbf S/2$. With $L=S=1$,

$$\frac\zeta2\,\mathbf L\cdot\mathbf S=\frac\zeta4\,[J(J+1)-4]
=-\zeta,\;-\frac\zeta2,\;+\frac\zeta2\qquad(J=0,1,2). \tag{6}$$

In the singlet the expectation value is zero, because a spin vector has no expectation value in a state with $S=0$.

The coupling $v\zeta$ between the two $J=1$ states follows from a determinant. The operator $\mathbf l\cdot\mathbf s_p$ has eigenvalue $\tfrac12$ for $p_{3/2}$ and $-1$ for $p_{1/2}$. Coupled to the $s$ electron, each of these gives one $J=1$ level. The $2\times2$ matrix of $\mathbf l\cdot\mathbf s_p$ for $J=1$ therefore has determinant $-\tfrac12$ in any basis. In the basis $({}^3P_1,{}^1P_1)$ its diagonal elements are $-\tfrac12$ and $0$, so

$$\left(-\tfrac12\right)(0)-v^2=-\tfrac12\quad\Rightarrow\quad |v|=\frac1{\sqrt2}.$$

The sign of $v$ depends on the phases of the basis states, which are chosen to make it positive. Neither the energies nor the rate depend on this choice. With exchange included, and energies measured from the midpoint of Section 4,

$$H_{J=1}=\begin{pmatrix}-K-\zeta/2&\zeta/\sqrt2\\ \zeta/\sqrt2&K\end{pmatrix}. \tag{7}$$

For $J=0$ and $J=2$ this configuration has no singlet partner. In this model those levels have no electric-dipole decay to the ground state.

## 7. Mixing angle and rate

Write the eigenstates as

$$|-\rangle=\cos\theta\,|{}^3P_1\rangle-\sin\theta\,|{}^1P_1\rangle,\qquad
|+\rangle=\sin\theta\,|{}^3P_1\rangle+\cos\theta\,|{}^1P_1\rangle .$$

Let $a$ and $b$ be the upper and lower diagonal elements of (7). The condition $\langle+|H|-\rangle=0$ reads

$$(a-b)\sin\theta\cos\theta+\frac{\zeta}{\sqrt2}(\cos^2\theta-\sin^2\theta)=0,$$

that is, $\tfrac12(b-a)\sin2\theta=(\zeta/\sqrt2)\cos2\theta$. With $b-a=2K+\zeta/2$ this is the angle in (1). The energies are

$$E_\pm=-\frac\zeta4\pm\frac12\sqrt{\left(2K+\frac\zeta2\right)^2+2\zeta^2}. \tag{8}$$

The lower level $|-\rangle$ is the one labelled ${}^3P_1$. Its triplet part does not radiate to the ground state, and its singlet part has amplitude $-\sin\theta$. By (3), $|\mathbf D|^2=\tfrac23R^2\sin^2\theta$, and (2) gives

$$A=\frac43\cdot\frac23\,\alpha^3\omega^3R^2\sin^2\theta
=\frac89\,\alpha^3\omega^3R^2\sin^2\theta .$$

The level labelled ${}^1P_1$, at energy $\omega_1$, has $\cos^2\theta$ in place of $\sin^2\theta$. Hence

$$\frac{A({}^3P_1)}{A({}^1P_1)}=\tan^2\theta\left(\frac{\omega}{\omega_1}\right)^3. \tag{9}$$

**Weak mixing.** For $\zeta\ll K$, $\theta\simeq\zeta/(2\sqrt2K)$ and

$$\sin^2\theta\simeq\frac{\zeta^2}{8K^2},\qquad
A\simeq\frac{\alpha^3\omega^3R^2\zeta^2}{9K^2}. \tag{10}$$

The term $\zeta/2$ in the denominator of (1) lowers this by the relative amount $\zeta/(2K)$ at the next order.

**Strong spin-orbit coupling.** For $\zeta\gg K$, $\tan2\theta\to2\sqrt2$, so $\cos2\theta=\tfrac13$ and $\sin^2\theta=\tfrac13$. The lower level is then the $J=1$ state built on $p_{1/2}$. It is still two-thirds triplet by weight, but the label ${}^3P_1$ no longer describes it well.

## 8. Reading the mixing from the levels

By (6), $E({}^3P_2)-E({}^3P_0)=\tfrac32\zeta$. The unmixed ${}^3P_1$ energy is therefore

$$a=E({}^3P_0)+\tfrac13\,[E({}^3P_2)-E({}^3P_0)] .$$

It is also the expectation value of $H$ in the pure triplet state, $a=\cos^2\theta\,E_-+\sin^2\theta\,E_+$. Solving for the mixing,

$$\sin^2\theta=\frac{a-E({}^3P_1)}{E({}^1P_1)-E({}^3P_1)}. \tag{11}$$

This relation holds within the two-state model. The numerator is a small shift, about $\zeta^2/(4K)$ for weak mixing. With the Mg parameters found below it is roughly $2\times10^{-7}\,E_h$. An omitted interaction that moves ${}^3P_1$ by that much relative to its neighbours would change the inferred mixing by its own size, so (11) is unreliable for light atoms. With the measured Mg levels the numerator is about $9\times10^{-7}\,E_h$ and (11) gives $\sin^2\theta\approx1.5\times10^{-5}$, some seven times the $2\times10^{-6}$ that (9) gives from the measured rates.

## 9. When $1/A$ is the lifetime

The quantity $1/A$ is the partial lifetime for decay to the ground state. In Mg, Ca and Sr no lower level offers a competing allowed decay, and $1/A$ is essentially the lifetime of ${}^3P_1$. In Ba the levels $6s5d\,{}^3D$ lie below $6s6p\,{}^3P$. The ${}^3P_1$ level can reach them by spin-allowed dipole decay, and its total lifetime is shorter than $1/A$. A trend that includes Ba must therefore compare partial lifetimes.

## 10. Parameters for four atoms

The orbitals come from a spherical, spin-restricted local-density calculation with Slater exchange and VWN correlation. The kinetic operator is the scalar part $\mathbf p\cdot M\mathbf p$, and $\zeta$ is the expectation value of (5).

The excitation energy is found by moving a fraction $x$ of an electron from $ns$ to $np$. If $M(r)$ is held fixed while the occupations change, the total energy is stationary with respect to the orbitals, so its derivative comes from the occupations alone: $dE/dx=\varepsilon_p-\varepsilon_s$. The condition matters. If $M$ is rebuilt from the self-consistent $V$ at each $x$, the kinetic operator depends on the density, the energy is no longer stationary, and a difference of total energies need not equal the integral of $\varepsilon_p-\varepsilon_s$, least of all in a heavy atom. Only orbital energies are used here. At fixed $M$, integration from $x=0$ to $1$ gives the excitation energy, which the midpoint $x=\tfrac12$ approximates (Slater's transition state). For Mg the midpoint gives $0.12941\,E_h$, and a three-point integration of $\varepsilon_p-\varepsilon_s$, with $M$ rebuilt at each $x$, gives $0.12944\,E_h$.

A spin-restricted calculation does not distinguish singlet from triplet. Its energy $\bar\omega$ is taken here as the average over all twelve states of $nsnp$. Nine of them lie at $-K$ and three at $+K$, so the average is $-K/2$ from the midpoint. The midpoint is then at $\bar\omega+K/2$, and

$$\omega=\bar\omega+\frac K2+E_- . \tag{12}$$

**Magnesium.** The calculation gives $K=0.04738\,E_h$, $\zeta=1.8835\times10^{-4}\,E_h$ and $R=3.297\,a_0$; the radial mesh leaves the last digit of $K$ and of $\zeta$ uncertain by one unit. Then

$$\tan2\theta=\frac{\sqrt2\,(1.8835\times10^{-4})}{0.09476+0.00009}=2.81\times10^{-3},
\qquad \sin^2\theta=1.97\times10^{-6}.$$

The $J=1$ levels lie at $\omega=0.1056\,E_h$ and $\omega_1=0.2005\,E_h$. The allowed rate in this model, about 2.5 times the measured one, is $1.251\times10^9\ \mathrm{s^{-1}}$, and (9) gives

$$A=(1.97\times10^{-6})\left(\frac{0.1056}{0.2005}\right)^3(1.251\times10^9\ \mathrm{s^{-1}})
\simeq3.6\times10^2\ \mathrm{s^{-1}},$$

a lifetime of $2.8$ ms.

**The four atoms.** Energies are in $E_h$ and partial lifetimes $\tau=1/A$ in seconds. The last column gives rough measured sizes.

| | $K$ | $\zeta$ | $\omega$ | $\sin^2\theta$ | $\tau$ | rough |
|---|---|---|---|---|---|---|
| Mg | 0.047 | 0.00019 | 0.106 | $2.0\times10^{-6}$ | $2.8\times10^{-3}$ | $5\times10^{-3}$ |
| Ca | 0.040 | 0.00048 | 0.071 | $1.8\times10^{-5}$ | $6.0\times10^{-4}$ | $4\times10^{-4}$ |
| Sr | 0.035 | 0.0017 | 0.069 | $2.8\times10^{-4}$ | $3.8\times10^{-5}$ | $2\times10^{-5}$ |
| Ba | 0.032 | 0.0035 | 0.060 | $1.4\times10^{-3}$ | $9.8\times10^{-6}$ | $3\times10^{-6}$ |

Even in Ba the mixing is weak. There $\zeta/(2K)=0.054$, and the computed $\sin^2\theta$ is 5.6% below the estimate (10), close to the correction expected at the next order.

## 11. What produces the trend

By (1), the ratio of the Ba and Mg rates is a product of three factors, for $\sin^2\theta$, $\omega^3$ and $R^2$:

$$\frac{A_{\rm Ba}}{A_{\rm Mg}}=708\times0.184\times2.18\simeq284 .$$

The growth of the mixing dominates. The smaller transition energy works against it, and the larger dipole integral helps a little. Within the mixing, $\zeta^2$ grows by a factor 339 while $1/K^2$ grows by 2.2. (With $K$ read from the measured levels, $1/K^2$ grows by about 7.) In this model the lifetimes fall mainly because the spin-orbit parameter rises. Between Mg and Ba that rise corresponds to an effective power $Z^{1.9}$, a figure drawn from these two end points and not a scaling law.

## 12. Agreement and its limits

The computed lifetimes fall in the observed order and lie within a factor of ten of the rough measured sizes. The agreement goes no further than that. The ratio of computed to rough lifetime rises from 0.55 in Mg through 1.5 and 1.9 to 3.3 in Ba. The model thus gives too flat a trend: a factor of 284 from Mg to Ba, where the rough sizes give about 1700. Reported Mg lifetimes lie between about 4 and 5 ms; with 4 ms the Mg ratio becomes 0.7 and the measured factor about 1200 to 1300.

One source of error can be sized. If $p_{1/2}$ and $p_{3/2}$ are solved separately, two thirds of their splitting is another estimate of $\zeta$. In Ba it is 7% larger than the value used, which by itself raises the rate by about 15% in the weak-mixing estimate. The two orbitals also differ in their exchange and dipole integrals ($R$ by 1% in Ba). With these differences included in the $J=1$ matrix, the rate rises by about a third in Ba and by 12% in Mg. This has the right sign for Ba but is too small to account for the factor 3.3.

A larger error shows in the measured levels. Fitted to (6) and (8), they give a $\zeta$ within 10% of the computed one, but a $K$ smaller than the computed one by a factor 1.6 in Mg, about 2 in Ca and Sr, and 2.9 in Ba. With that $K$ the mixing would be 2.5 times larger in Mg and 7 times larger in Ba. The measured allowed rates show in turn that $R^2$ is too large, by about 1.3 in Mg and 1.6 in Ba. The agreement of the lifetimes thus rests in part on errors that cancel.

The model also omits the following:

- **Valence correlation.** Mixing of $nsnp\,{}^1P_1$ with configurations that contain a $d$ electron, such as $5d6p$ in Ba, can lower the singlet and so increase the spin-orbit mixing. That this explains much of the discrepancy in Ba is a conjecture, not tested here.
- **Different $np$ orbitals in singlet and triplet.** The coupling then contains $\lambda\zeta$, with $\lambda\zeta=\int P_p^{(T)}\zeta(r)P_p^{(S)}dr$. For weak mixing the rate is multiplied by $\lambda^2$, apart from changes in $R$ and in the energies.
- **Further amplitudes.** Singlets $nsn'p\,{}^1P_1$ with $n'>n$, and the $np^2\,{}^1S_0$ and ${}^3P_0$ parts of the ground state, contribute amplitudes that add to $-\sin\theta\sqrt{2/3}\,R$ before squaring. Their signs and sizes are not computed here.
- **Spin-other-orbit interaction.** It changes both the fine structure and the singlet-triplet coupling, so one $\zeta$ no longer describes the two.

The state counting and coupling algebra of Sections 3, 4 and 6 to 8 is checked separately from these physical approximations, with $K$, $\zeta$ and the one-electron dipole element $R/\sqrt3$ taken as given. The angular factor in (4) is tested by quadrature, and the radial integrals and the spin-orbit function (5) are tested against closed-form results for hydrogen and a one-electron ion. The numerical check diagonalizes the twelve $nsnp$ determinants without using LS coupling and compares their energies and dipole strengths with the formulas above.

## Numbers as computed

```
exchange angular factor: 0.333333
photon direction factor: 1.333333
Z=56 ion 2p splitting, grid: 18.6899 Eh
Z=56 ion 2p splitting, Dirac-mapped: 18.6898 Eh
Mg: average excitation 0.12941 Eh, K 0.04738 Eh
  zeta 1.8835e-04 Eh, from p1/2,p3/2 1.8894e-04 Eh
  R 3.2973 a0, theta 0.00140 rad
  sin^2 theta 1.9711e-06, weak-mixing value 1.9751e-06
  omega(3P1) 0.10562 Eh, omega(1P1) 0.20049 Eh
  A(3P1) 3.6063e+02 1/s, A(1P1) 1.2512e+09 1/s
  partial lifetime 2.773e-03 s, rough measured 5e-03 s
  computed/rough lifetime 0.55
  Mg gap integrated over occupation 0.12944 Eh
Ca: average excitation 0.09145 Eh, K 0.03963 Eh
  zeta 4.8304e-04 Eh, from p1/2,p3/2 4.8696e-04 Eh
  R 4.1617 a0, theta 0.00430 rad
  sin^2 theta 1.8455e-05, weak-mixing value 1.8569e-05
  omega(3P1) 0.07139 Eh, omega(1P1) 0.15090 Eh
  A(3P1) 1.6605e+03 1/s, A(1P1) 8.4976e+08 1/s
  partial lifetime 6.022e-04 s, rough measured 4e-04 s
  computed/rough lifetime 1.51
Sr: average excitation 0.08775 Eh, K 0.03521 Eh
  zeta 1.6831e-03 Eh, from p1/2,p3/2 1.7353e-03 Eh
  R 4.4330 a0, theta 0.01670 rad
  sin^2 theta 2.7876e-04, weak-mixing value 2.8570e-04
  omega(3P1) 0.06928 Eh, omega(1P1) 0.14058 Eh
  A(3P1) 2.6015e+04 1/s, A(1P1) 7.7934e+08 1/s
  partial lifetime 3.844e-05 s, rough measured 2e-05 s
  computed/rough lifetime 1.92
Ba: average excitation 0.07789 Eh, K 0.03190 Eh
  zeta 3.4697e-03 Eh, from p1/2,p3/2 3.7263e-03 Eh
  R 4.8670 a0, theta 0.03736 rad
  sin^2 theta 1.3955e-03, weak-mixing value 1.4786e-03
  omega(3P1) 0.06011 Eh, omega(1P1) 0.12584 Eh
  A(3P1) 1.0253e+05 1/s, A(1P1) 6.7306e+08 1/s
  partial lifetime 9.753e-06 s, rough measured 3e-06 s
  computed/rough lifetime 3.25
Ba/Mg rate ratio: 284.3
Ba/Mg factor from sin^2 theta: 708.0
Ba/Mg factor from omega^3: 0.1843
Ba/Mg factor from R^2: 2.1787
Ba/Mg factor zeta^2: 339.3
Ba/Mg factor 1/K^2: 2.2060
effective power of Z in zeta, Mg to Ba: 1.891
```
